# When does a spin-spiral energy repeat from q to q+G?: a program that tests the result

```python
"""Spin spirals with several atoms per cell.
Result under test: with azimuth q.(R+tau_a)+alpha_a, a shift q -> q+G equals
alpha_a -> alpha_a + G.tau_a. Fixed-phase energies need not have period G;
the magnon spectrum and the phase-relaxed energy do. Two equivalent atoms
exchange acoustic and optical weights when G.tau = pi (mod 2 pi).
q, G: coordinates in reciprocal basis vectors (phase = 2 pi q.position).
tau: atom positions in lattice vectors; alpha: extra phase of atom B.
lam_minus, lam_plus: eigenvalues of the 2x2 exchange stiffness matrix L(q).
eps = (E_spiral - E_ferromagnet)/sin(theta)^2 per cell, theta = cone angle.
Energy: -1/2 sum over ordered pairs J_ij e_i.e_j, in mRy.
"""
import itertools
import numpy as np
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants

TWO_PI = 2 * np.pi
J_IN, J_OUT, MOMENT = 1.0, 0.6, 1.0
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
TAU = np.array([[0, 0, 0], [1/3, 2/3, 1/2]])
CELL = np.array([[1, 0, 0], [-0.5, np.sqrt(3)/2, 0], [0, 0, np.sqrt(8/3)]])

# Neighbours are found from distances, not from a Fourier formula.
PAIRS = []
for a, b in itertools.product(range(2), repeat=2):
    for cell in itertools.product(range(-2, 3), repeat=3):
        separation = (np.array(cell) + TAU[b] - TAU[a]) @ CELL
        if abs(np.linalg.norm(separation) - 1) < 1e-8:
            PAIRS.append((a, b, np.array(cell)))
assert len(PAIRS) == 24


def direction(azimuth, theta):
    return np.array([np.sin(theta)*np.cos(azimuth),
                     np.sin(theta)*np.sin(azimuth), np.cos(theta)])


def spiral_eps(q, alpha=0.0, theta=0.7, cell_origins=None):
    """Explicit vector sum; cell_origins selects the cell-phase convention."""
    origins = np.zeros((2, 3)) if cell_origins is None else cell_origins
    phases = (0.0, alpha)
    energy = ferro = 0.0
    for a, b, cell in PAIRS:
        coupling = J_IN if a == b else J_OUT
        phi_a = TWO_PI*np.dot(q, TAU[a] - origins[a]) + phases[a]
        phi_b = TWO_PI*np.dot(q, cell + TAU[b] - origins[b]) + phases[b]
        energy -= 0.5*coupling*np.dot(direction(phi_a, theta),
                                     direction(phi_b, theta))
        ferro -= 0.5*coupling
    return (energy - ferro)/np.sin(theta)**2


def stiffness(q):
    """Closed hcp expression for L(q)."""
    h, k, l = q
    same = 2*J_IN*(np.cos(TWO_PI*h) + np.cos(TWO_PI*k)
                   + np.cos(TWO_PI*(h+k)))
    star = sum(np.exp(1j*TWO_PI*(h*x + k*y)) for x, y in
               ((1/3, 2/3), (1/3, -1/3), (-2/3, -1/3)))
    cross = 2*J_OUT*np.cos(np.pi*l)*star
    diagonal = 6*J_IN + 6*J_OUT - same
    return np.array([[diagonal, -cross], [-np.conj(cross), diagonal]]), cross


def lowest(function):
    """Global phase minimum: coarse scan followed by local refinement."""
    grid = np.linspace(0, TWO_PI, 24, endpoint=False)
    best = grid[np.argmin([function(x) for x in grid])]
    return minimize_scalar(function, bounds=(best-0.3, best+0.3),
                           method="bounded", options={"xatol": 1e-8}).fun


# Periodic cluster, used for precession and for inequivalent atoms.
DIMS = np.array([3, 3, 2])
CELLS = list(itertools.product(*(range(n) for n in DIMS)))
INDEX = {(cell, a): 2*i + a for i, cell in enumerate(CELLS) for a in range(2)}


def cluster_couplings(in_plane_a, in_plane_b):
    matrix = np.zeros((2*len(CELLS), 2*len(CELLS)))
    for start in CELLS:
        for a, b, shift in PAIRS:
            end = tuple(int(x) for x in (np.array(start) + shift) % DIMS)
            value = (in_plane_a, in_plane_b)[a] if a == b else J_OUT
            matrix[INDEX[start, a], INDEX[end, b]] += value
    return matrix


couplings = cluster_couplings(J_IN, J_IN)
assert np.allclose(couplings, couplings.T)
n_spins = len(couplings)


def precession(xy):
    x, y = xy[:n_spins], xy[n_spins:]
    e = np.column_stack([x, y, np.sqrt(1 - x*x - y*y)])
    rate = np.cross(e, couplings @ e)/(MOMENT/2)
    return np.concatenate([rate[:, 0], rate[:, 1]])


step = 1e-4
jacobian = np.column_stack([
    (precession(step*unit) - precession(-step*unit))/(2*step)
    for unit in np.eye(2*n_spins)])
numerical = np.sort(np.abs(np.linalg.eigvals(jacobian).imag))
predicted = np.sort(np.repeat(np.concatenate([
    2*np.linalg.eigvalsh(stiffness(np.array(c)/DIMS)[0])/MOMENT
    for c in CELLS]), 2))
magnon_error = np.max(np.abs(numerical - predicted))
assert magnon_error < 1e-6

# Fixed-phase energy from vectors against the branch-weight formula.
rng = np.random.default_rng(4)
for _ in range(20):
    q_test = rng.uniform(-1, 1, 3)
    alpha_test, theta_test = rng.uniform(0.1, 1.5, 2)
    matrix, cross = stiffness(q_test)
    low, high = np.linalg.eigvalsh(matrix)
    angle = (alpha_test + np.angle(cross))/2
    expected = low*np.cos(angle)**2 + high*np.sin(angle)**2
    assert abs(spiral_eps(q_test, alpha_test, theta_test) - expected) < 1e-10

q0 = np.array([0.4, 0.0, 0.1])
matrix0, cross0 = stiffness(q0)
lam_minus, lam_plus = np.linalg.eigvalsh(matrix0)
beta = np.angle(cross0)
eps0 = spiral_eps(q0)
optical_gamma = np.linalg.eigvalsh(stiffness(np.zeros(3))[0])[1]

print(f"hcp: J in-plane {J_IN:.1f} mRy, J interplane {J_OUT:.1f} mRy")
print(f"moment per atom {MOMENT:.1f} mu_B; neighbours per atom {len(PAIRS)//2}")
print(f"optical eigenvalue at Gamma {optical_gamma:.4f} mRy")
gap = 2*optical_gamma/MOMENT
print(f"optical magnon at Gamma {gap:.4f} mRy = {gap*RY_EV:.2f} meV")
print(f"precession test: largest magnon difference {magnon_error:.1e} mRy")
print("general q = (%.1f, %.1f, %.1f) reciprocal basis units" % tuple(q0))
print(f"lambda- {lam_minus:.4f} mRy, lambda+ {lam_plus:.4f} mRy")
print(f"beta {np.degrees(beta):.3f} deg; |J_AB| {abs(cross0):.4f} mRy")
print("alpha=0; w = optical weight (dimensionless)")
print("G     G.tau/deg  eps(G)/mRy  w(G)   eps(q+G)/mRy  w(q+G)")
for G in ((0, 0, 0), (1, 0, 0), (0, 0, 1), (1, 0, 1), (1, 1, 0), (0, 0, 2)):
    G = np.array(G)
    phase = TWO_PI*np.dot(G, TAU[1])
    at_G, shifted = spiral_eps(G), spiral_eps(q0 + G)
    weight_G = at_G/optical_gamma
    weight_q = (shifted - lam_minus)/(lam_plus - lam_minus)
    assert abs(shifted - spiral_eps(q0, phase)) < 1e-10
    assert abs(weight_G - np.sin(phase/2)**2) < 1e-10
    assert abs(weight_q - np.sin((beta + phase)/2)**2) < 1e-10
    assert abs(lowest(lambda x: spiral_eps(q0 + G, x)) - lam_minus) < 1e-8
    if np.isclose(np.cos(phase), -1):
        assert abs(eps0 + shifted - lam_minus - lam_plus) < 1e-10
    print(f"{G[0]}{G[1]}{G[2]}   {np.degrees(phase) % 360:7.1f}"
          f"   {abs(at_G):9.4f}  {abs(weight_G):6.4f}"
          f"  {shifted:9.4f}     {weight_q:6.4f}")
relaxed = lowest(lambda x: spiral_eps(q0 + np.array([1, 0, 1]), x))
print(f"phase-relaxed eps at q+(101): {relaxed:.4f} mRy")

vectors = list(itertools.product(range(3), range(3), range(2)))
restoring = sum(abs(spiral_eps(q0 + np.array(G)) - eps0) < 1e-9
                for G in vectors)
assert restoring*6 == len(vectors)
print(f"G restoring the fixed-phase energy: {restoring} of {len(vectors)}")

print("c axis, q=(0,0,l): l, spiral eps, lambda-, lambda+ (mRy)")
for l in (0.0, 0.25, 0.5, 0.75, 1.0, 1.25, 2.0):
    q = np.array([0, 0, l])
    value = spiral_eps(q)
    low, high = np.linalg.eigvalsh(stiffness(q)[0])
    target = low if np.cos(np.pi*l) >= 0 else high
    assert abs(value - target) < 1e-10
    print(f"{l:4.2f}  {abs(value):8.4f}  {abs(low):8.4f}  {high:8.4f}")

# Phases q.R: periodic, but dependent on the chosen copy of atom B.
other_origins = TAU + np.array([[0, 0, 0], [1, 0, 0]])
cell_values = []
for origins in (TAU, other_origins):
    value = spiral_eps(q0, cell_origins=origins)
    for G in ((1, 0, 0), (0, 0, 1), (1, 0, 1)):
        assert abs(spiral_eps(q0 + np.array(G), cell_origins=origins)
                   - value) < 1e-10
    cell_values.append(value)
assert abs(cell_values[0] - cell_values[1]) > 0.01
print("cell-phase eps(q), alpha=0, two choices of atom B: "
      f"{cell_values[0]:.4f}, {cell_values[1]:.4f} mRy")


def projected(q, coupling_matrix):
    waves = np.zeros((n_spins, 2), complex)
    for cell in CELLS:
        for a in range(2):
            waves[INDEX[cell, a], a] = np.exp(
                1j*TWO_PI*np.dot(q, np.array(cell) + TAU[a]))
    waves /= np.sqrt(len(CELLS))
    real_stiffness = np.diag(coupling_matrix.sum(axis=1)) - coupling_matrix
    return waves.conj().T @ real_stiffness @ waves


q_mode, G_pi = np.array([1/3, 0, 0]), np.array([0, 0, 1])
assert np.allclose(projected(q_mode, couplings), stiffness(q_mode)[0])
print("acoustic amplitudes at q=(1/3,0,0), reused at q+(001):")
transfer = []
for J_B in (J_IN, 0.5):
    model = cluster_couplings(J_IN, J_B)
    values, modes = np.linalg.eigh(projected(q_mode, model))
    shifted_matrix = projected(q_mode + G_pi, model)
    assert np.allclose(np.linalg.eigvalsh(shifted_matrix), values)
    v = modes[:, 0]
    energy = np.vdot(v, shifted_matrix @ v).real
    weight = (energy - values[0])/(values[1] - values[0])
    assert abs(weight - 4*abs(v[0])**2*abs(v[1])**2) < 1e-10
    transfer.append(weight)
    print(f"J in-plane of B {J_B:.1f} mRy: optical weight {weight:.4f}")
assert abs(transfer[0] - 1) < 1e-10 and transfer[1] < 0.95

# Electrons on a two-atom chain in an exchange field of spiral direction.
N_CELLS, TAU_CHAIN = 24, 0.3
T_SHORT, T_LONG, FIELD = 0.10, 0.06, 0.20  # Ry
Q_CHAIN = 4/N_CELLS


def field_block(phi):
    return -FIELD*np.array([[0, np.exp(-1j*phi)], [np.exp(1j*phi), 0]])


def ring_energy(q, alpha=0.0):
    """Full real-space Hamiltonian; one electron per cell."""
    hopping = np.zeros((2*N_CELLS, 2*N_CELLS))
    for R in range(N_CELLS):
        A, B, next_A = 2*R, 2*R+1, (2*R+2) % (2*N_CELLS)
        hopping[A, B] = hopping[B, A] = -T_SHORT
        hopping[B, next_A] = hopping[next_A, B] = -T_LONG
    H = np.kron(hopping, np.eye(2)).astype(complex)
    for R in range(N_CELLS):
        for b in range(2):
            i = 2*(2*R + b)
            phi = TWO_PI*q*(R + b*TAU_CHAIN) + b*alpha
            H[i:i+2, i:i+2] += field_block(phi)
    return np.linalg.eigvalsh(H)[:N_CELLS].sum()/N_CELLS


def bloch_energy(q, alpha=0.0):
    """Generalized Bloch Hamiltonian in the rotating spin frame."""
    levels = []
    spin_turn = np.diag(np.exp(1j*np.pi*q*np.array([-1, 1])))
    for j in range(N_CELLS):
        H = np.zeros((4, 4), complex)
        H[:2, :2] = field_block(0)
        H[2:, 2:] = field_block(TWO_PI*q*TAU_CHAIN + alpha)
        H[2:, :2] = -(T_SHORT*np.eye(2)
                      + T_LONG*np.exp(1j*TWO_PI*j/N_CELLS)*spin_turn)
        H[:2, 2:] = H[2:, :2].conj().T
        levels.extend(np.linalg.eigvalsh(H))
    return np.sort(levels)[:N_CELLS].sum()/N_CELLS


electron_q = ring_energy(Q_CHAIN)
electron_shifted = ring_energy(Q_CHAIN + 1)
electron_phase = bloch_energy(Q_CHAIN, TWO_PI*TAU_CHAIN)
assert abs(electron_q - bloch_energy(Q_CHAIN)) < 1e-10
assert abs(electron_shifted - electron_phase) < 1e-10
assert abs(electron_shifted - electron_q) > 1e-4
relaxed_q = lowest(lambda x: bloch_energy(Q_CHAIN, x))
relaxed_shifted = lowest(lambda x: ring_energy(Q_CHAIN + 1, x))
assert abs(relaxed_q - relaxed_shifted) < 1e-8
print(f"electron chain: {N_CELLS} cells, tau/a {TAU_CHAIN:.1f}, "
      f"q/(2pi/a) {Q_CHAIN:.4f}")
print(f"hoppings {1000*T_SHORT:.0f}, {1000*T_LONG:.0f} mRy; "
      f"exchange field {1000*FIELD:.0f} mRy; 1 electron/cell")
print(f"ring E(q), alpha=0: {1000*electron_q:.4f} mRy/cell")
print(f"ring E(q+G), alpha=0: {1000*electron_shifted:.4f} mRy/cell")
print(f"Bloch E(q), alpha={360*TAU_CHAIN:.0f} deg: "
      f"{1000*electron_phase:.4f} mRy/cell")
print(f"relaxed E(q), E(q+G): {1000*relaxed_q:.4f}, "
      f"{1000*relaxed_shifted:.4f} mRy/cell")
print("tests ok")
```

Running it gives:

```
hcp: J in-plane 1.0 mRy, J interplane 0.6 mRy
moment per atom 1.0 mu_B; neighbours per atom 12
optical eigenvalue at Gamma 7.2000 mRy
optical magnon at Gamma 14.4000 mRy = 195.92 meV
precession test: largest magnon difference 1.0e-13 mRy
general q = (0.4, 0.0, 0.1) reciprocal basis units
lambda- 9.3203 mRy, lambda+ 12.3518 mRy
beta 21.732 deg; |J_AB| 1.5158 mRy
alpha=0; w = optical weight (dimensionless)
G     G.tau/deg  eps(G)/mRy  w(G)   eps(q+G)/mRy  w(q+G)
000       0.0      0.0000  0.0000     9.4280     0.0355
100     120.0      5.4000  0.7500    12.0261     0.8926
001     180.0      7.2000  1.0000    12.2441     0.9645
101     300.0      1.8000  0.2500     9.6460     0.1074
110       0.0      0.0000  0.0000     9.4280     0.0355
002       0.0      0.0000  0.0000     9.4280     0.0355
phase-relaxed eps at q+(101): 9.3203 mRy
G restoring the fixed-phase energy: 3 of 18
c axis, q=(0,0,l): l, spiral eps, lambda-, lambda+ (mRy)
0.00    0.0000    0.0000    7.2000
0.25    1.0544    1.0544    6.1456
0.50    3.6000    3.6000    3.6000
0.75    6.1456    1.0544    6.1456
1.00    7.2000    0.0000    7.2000
1.25    6.1456    1.0544    6.1456
2.00    0.0000    0.0000    7.2000
cell-phase eps(q), alpha=0, two choices of atom B: 9.7507, 12.3361 mRy
acoustic amplitudes at q=(1/3,0,0), reused at q+(001):
J in-plane of B 1.0 mRy: optical weight 1.0000
J in-plane of B 0.5 mRy: optical weight 0.6575
electron chain: 24 cells, tau/a 0.3, q/(2pi/a) 0.1667
hoppings 100, 60 mRy; exchange field 200 mRy; 1 electron/cell
ring E(q), alpha=0: -308.5118 mRy/cell
ring E(q+G), alpha=0: -277.9957 mRy/cell
Bloch E(q), alpha=108 deg: -277.9957 mRy/cell
relaxed E(q), E(q+G): -308.8225, -308.8225 mRy/cell
tests ok
```
